# Electron-impact ionization of helium at 100 eV: the binary-encounter-Bethe model

## Problem

An electron of kinetic energy \(T=100\) eV strikes a helium atom in its ground state. The shell holds \(N=2\) electrons, each with binding energy \(B\) and mean kinetic energy \(U=\langle p^2/2m\rangle\). Find the cross section for single ionization in the binary-encounter-Bethe (BEB) model, which rests on four assumptions:

1. In a close collision the projectile meets one target electron as if it were free and at rest. Binding enters through the energy balance, and the Coulomb phase between direct and exchange amplitudes is dropped.
2. The factor \(1/T\) in the free-electron cross section is replaced by \(1/(T+U+B)\).
3. Distant collisions contribute the leading logarithm of the Born approximation, taken as \(\ln(T/B)\), with a model oscillator strength \(df/dw=N/(w+1)^2\). Here \(w=W/B\), and \(W\) is the energy of the slower outgoing electron.
4. The spectrum is symmetric between the two outgoing electrons.

Derive the closed formula and evaluate it. Gaussian units are used, the motion is nonrelativistic, and \(R=e^2/2a_0\) is the Rydberg energy.

The inputs come from a calculation with a fixed nucleus and a finite basis of s, p, d and f functions, in which the correlation of the two electrons is treated completely within that basis. It gives \(-2.90315\) hartree for He, \(-1.99999\) hartree for He\(^+\), and a total kinetic energy of 2.90270 hartree for He. The basis is not converged to all these digits: an explicitly correlated expansion in \(r_1\), \(r_2\) and \(r_{12}\) gives \(-2.90372\) hartree for He, which raises \(B\) below by about 0.016 eV and \(U\) by about 0.014 eV. With 1 hartree = 27.21139 eV,

\[
B=(2.90315-1.99999)\times27.21139\ \text{eV}=24.576\ \text{eV},
\]
\[
U=\tfrac12(2.90270)\times27.21139\ \text{eV}=39.493\ \text{eV}.
\]

## First estimate by scaling

A projectile of speed \(v\) passing at distance \(b\) exerts a force of about \(e^2/b^2\) for a time of about \(2b/v\). The target electron receives the momentum \(\Delta p\approx 2e^2/(bv)\) and the energy

\[
\frac{(\Delta p)^2}{2m}\approx\frac{2e^4}{mv^2b^2}=\frac{e^4}{Tb^2},
\]

because \(mv^2=2T\). Ionization requires at least \(B\), so \(b^2\lesssim e^4/(TB)\). With \(N\) electrons,

\[
\sigma_{\rm est}=\frac{\pi e^4N}{TB}=4\pi a_0^2N\,\frac{R^2}{TB},
\]

where \(e^2=2Ra_0\) was used. Numerically,

\[
\sigma_{\rm est}=4\pi(0.5292\ \text{Å})^2\times2\times\frac{(13.606)^2}{100\times24.576}=0.530\ \text{Å}^2 .
\]

The estimate ignores the upper limit on the energy transfer, exchange, distant collisions and the attraction of the projectile by the atom.

## Solution within the model

### Close collision of two free electrons

The relative motion has reduced mass \(\mu=m/2\) and speed \(v\), so \(\mu v^2=T\). Let \(\theta\) be the deflection angle of the relative velocity and \(\varphi\) the polar angle measured from the symmetry axis of the orbit. The momentum change points along that axis and has magnitude \(2\mu v\sin(\theta/2)\). It equals the time integral of the force component along the axis. Angular momentum conservation, \(\mu r^2\dot\varphi=\mu vb\), gives \(dt/r^2=d\varphi/(vb)\), and therefore

\[
2\mu v\sin\frac\theta2=\int\frac{e^2}{r^2}\cos\varphi\,dt
=\frac{e^2}{vb}\int_{-(\pi-\theta)/2}^{(\pi-\theta)/2}\cos\varphi\,d\varphi
=\frac{2e^2}{vb}\cos\frac\theta2 .
\]

Hence \(b=(e^2/T)\cot(\theta/2)\). The target electron, initially at rest, acquires the momentum \(mv\sin(\theta/2)\) and the energy \(E=T\sin^2(\theta/2)\). Since \(\cot^2(\theta/2)=T/E-1\), the area for transfers larger than \(E\) is

\[
\pi b^2=\frac{\pi e^4}{T}\left(\frac1E-\frac1T\right),
\qquad
\frac{d\sigma}{dE}=-\frac{d(\pi b^2)}{dE}=\frac{\pi e^4}{TE^2}.
\]

Quantum mechanically, the first Born amplitude is \(-2\mu e^2/(\hbar^2q^2)\), with \(\hbar q=2\mu v\sin(\theta/2)\). Apart from a common sign, the direct amplitude and the exchange amplitude, in which \(\theta\to\pi-\theta\), are

\[
f=\frac{e^2}{2T\sin^2(\theta/2)}=\frac{e^2}{2E},\qquad
g=\frac{e^2}{2T\cos^2(\theta/2)}=\frac{e^2}{2(T-E)} .
\]

The singlet spin state has the spatial amplitude \(f+g\), and each of the three triplet states has \(f-g\). For unpolarized electrons the average is

\[
\tfrac14(f+g)^2+\tfrac34(f-g)^2=f^2+g^2-fg .
\]

From \(dE=\tfrac12T\sin\theta\,d\theta\) follows \(d\Omega=2\pi\sin\theta\,d\theta=4\pi\,dE/T\), so that

\[
\frac{d\sigma}{dE}=\frac{\pi e^4}{T}\left[\frac1{E^2}+\frac1{(T-E)^2}-\frac1{E(T-E)}\right],\qquad 0<E\le \frac T2 .
\]

The range \(E\le T/2\) counts each pair of outgoing electrons once. The full Coulomb amplitudes carry a relative phase \((e^2/\hbar v)\ln\tan^2(\theta/2)\), which assumption 1 sets to zero. At 100 eV the coefficient is \(e^2/\hbar v=\sqrt{R/T}=0.37\). The phase vanishes at \(\theta=\pi/2\), where \(f=g\), and grows toward small angles, where \(f^2\) dominates the interference term. If \(\tan^2(\theta/2)\) is replaced by \((W+B)/(T-W)\) to allow for binding, the magnitude of the phase is at most 0.52 rad for helium at this energy. Keeping its cosine in the interference term would raise the final cross section by about 1%.

### Binding

The outgoing electrons have energies \(W\) and \(T-B-W\). If the slower one is the ejected electron, the projectile has lost \(E_1=W+B\). If the roles are exchanged, the loss is \(E_2=T-W\). These replace \(E\) and \(T-E\). Their sum is \(T+B\), so

\[
\frac1{E_1E_2}=\frac1{T+B}\left(\frac1{E_1}+\frac1{E_2}\right).
\]

Assumption 2 has a heuristic motive. For an electron in a mean potential \(V\), \(-B=U+\langle V\rangle\), hence \(-\langle V\rangle=U+B\). If a projectile in the same region felt the same attraction, its kinetic energy would be \(T+U+B\). In fact it is repelled by both electrons of the atom, while a bound electron is repelled only by the other one. Averaged over the Hartree–Fock density of helium, the static attraction of the projectile is about 36 eV, against 64 eV for \(U+B\). The argument therefore motivates the form of the replacement but does not derive its size.

Define

\[
t=\frac TB,\qquad u=\frac UB,\qquad S=\frac{\pi e^4N}{B^2}=4\pi a_0^2N\left(\frac RB\right)^2 .
\]

With \(E_1=B(w+1)\), \(E_2=B(t-w)\) and \(dW=B\,dw\), the close collisions with \(N\) electrons give

\[
\left(\frac{d\sigma}{dw}\right)_{\rm close}=\frac{S}{t+u+1}\left[\frac1{(w+1)^2}+\frac1{(t-w)^2}-\frac1{t+1}\left(\frac1{w+1}+\frac1{t-w}\right)\right].
\]

### Distant collisions

For excitation of the atom by energy \(E_n\), the Born approximation gives

\[
\frac{d\sigma_n}{d\Omega}=\frac{k'}{k}\,\frac{4m^2e^4}{\hbar^4q^4}|F_n|^2,\qquad
F_n=\langle n|\sum_j e^{i\mathbf q\cdot\mathbf r_j}|0\rangle ,
\]

where \(\hbar k\) and \(\hbar k'\) are the projectile momenta before and after. From \(q^2=k^2+k'^2-2kk'\cos\theta\), with \(\theta\) now the projectile's scattering angle, \(d\Omega=\pi\,d(q^2)/(kk')\). Put \(Q=\hbar^2q^2/2m\), so that \(d(q^2)/q^4=(\hbar^2/2m)\,dQ/Q^2\), and use \(\hbar^2k^2=2mT\):

\[
d\sigma_n=\frac{4\pi m^2e^4}{\hbar^4k^2}\,\frac{\hbar^2}{2m}|F_n|^2\frac{dQ}{Q^2}
=\frac{\pi e^4}{T}\,\frac{f_n(Q)}{E_n}\,\frac{dQ}{Q},\qquad
f_n(Q)=\frac{E_n}{Q}|F_n|^2 .
\]

In the continuum \(f_n\) becomes \((df/dE)\,dE\). For a free electron at rest \(df/dE=\delta(E-Q)\), and the result \(\pi e^4/(TE^2)\) is recovered.

At small \(Q\) the strength tends to its dipole value. The smallest momentum transfer is \(\hbar(k-k')\), which is close to \(E/v\) when \(E\ll T\), so \(Q_{\min}\approx E^2/(2mv^2)=E^2/4T\). The dipole form fails when \(Q\) becomes of order \(B\). This fixes the cutoff only roughly: in the hydrogen continuum the strength at \(Q=B\) is about half its dipole value at threshold and about four times it at \(E=2.5B\). The integral over this range is

\[
\int_{E^2/4T}^{B}\frac{dQ}{Q}=\ln\frac{4TB}{E^2}=\ln t+\ln\frac{4B^2}{E^2}.
\]

The BEB model keeps \(\ln t\), which vanishes at threshold. At high energy this is the leading term. At 100 eV, \(\ln t=1.40\), while the omitted term \(\ln(4B^2/E^2)\) is \(\ln4=1.39\) at \(E=B\) and falls as \(E\) grows. Weighted with \((df/dw)/(w+1)\propto(w+1)^{-3}\) over the range \(0\le w\le(t-1)/2\) allowed at this energy, its average is 0.73. With the exact lower limit \(Q_{\min}=(\sqrt T-\sqrt{T-E})^2\) the average is 0.52. Neither value is small compared with \(\ln t\), so here the omission is a model choice and not a controlled approximation.

Now insert \(E=B(w+1)\) and the model strength, and apply assumption 2 to the prefactor:

\[
\frac{\pi e^4}{T+U+B}\,\frac{1}{B(w+1)}\,\frac{N}{(w+1)^2}\ln t
=\frac{S}{t+u+1}\,\frac{\ln t}{(w+1)^3}.
\]

Assumption 4 adds the partner term \(\ln t/(t-w)^3\).

### The relative weight of the two parts

The weights can be tested against a sum rule. For a local potential only the kinetic energy fails to commute with \(F=\sum_je^{i\mathbf q\cdot\mathbf r_j}\):

\[
[H,F]=\sum_je^{i\mathbf q\cdot\mathbf r_j}\,\frac{2\hbar\mathbf q\cdot\mathbf p_j+\hbar^2q^2}{2m},\qquad
[F^\dagger,[H,F]]=N\frac{\hbar^2q^2}{m}=2NQ .
\]

In the ground state the expectation value of the double commutator equals \(\sum_nE_n|F_n|^2\) plus the same sum with \(\mathbf q\to-\mathbf q\). The two are equal for a real ground state, so \(\sum_nE_n|F_n|^2=NQ\), or \(\sum_nf_n(Q)=N\) at every \(Q\). The mean energy loss per unit flux, to leading logarithm, is then

\[
\sum_n\int E_n\,d\sigma_n\simeq\frac{\pi e^4N}{T}\int_{\sim B^2/T}^{\sim T}\frac{dQ}{Q}\simeq\frac{2\pi e^4N}{T}\ln t .
\]

In the model, the loss \(B(w+1)\) weights the spectrum. For large \(t\) the close term gives \(\int_0^{(t-1)/2}dw/(w+1)\to\ln t\), and the dipole term gives \(\ln t\int_0^\infty dw/(w+1)^2=\ln t\). The other terms add no further logarithm. The sum \(2\ln t\), multiplied by \(SB/t=\pi e^4N/T\), agrees with the sum rule. Numerical integration of the full spectrum gives a slope of 2.0002 per unit of \(\ln t\).

The agreement uses \(\int_0^\infty(df/dw)\,dw=N\), which places all the oscillator strength in the continuum. In a real atom part of it belongs to discrete lines, which excite without ionizing. For helium a random-phase (time-dependent Hartree–Fock) calculation puts about 0.4 of the total of 2 there.

### Integration

Each term occurs as a pair \(h(w+1)+h(t-w)\), with

\[
h(s)=\frac1{s^2}-\frac1{(t+1)s}+\frac{\ln t}{s^3}.
\]

As \(w\) runs from 0 to \((t-1)/2\), the variable \(s=w+1\) covers \(1\) to \((t+1)/2\), and \(s=t-w\) covers \((t+1)/2\) to \(t\). Together they cover \(1\le s\le t\) once. Using

\[
\int_1^t\frac{ds}{s}=\ln t,\qquad \int_1^t\frac{ds}{s^2}=1-\frac1t,\qquad \int_1^t\frac{ds}{s^3}=\frac12\left(1-\frac1{t^2}\right),
\]

one obtains

\[
\boxed{\;\sigma=\frac{S}{t+u+1}\left[\frac{\ln t}{2}\left(1-\frac1{t^2}\right)+1-\frac1t-\frac{\ln t}{t+1}\right]\;}
\]

for \(t>1\).

### Helium at 100 eV

The reduced variables and the prefactor are

\[
t=\frac{100}{24.576}=4.0690,\qquad u=\frac{39.493}{24.576}=1.6070,\qquad t+u+1=6.6760,
\]
\[
S=4\pi(0.529177\ \text{Å})^2\times2\times\left(\frac{13.60569}{24.576}\right)^2=2.157\ \text{Å}^2 .
\]

With \(\ln t=1.4034\), the terms in the bracket are

- dipole: \(0.7017\times(1-0.0604)=0.6593\);
- direct close collisions: \(1-0.2458=0.7542\);
- exchange: \(-1.4034/5.0690=-0.2769\).

Their sum, before rounding of the terms, is 1.1367. Therefore

\[
\sigma=\frac{2.157\times1.1367}{6.6760}\ \text{Å}^2=0.367\ \text{Å}^2=3.67\times10^{-17}\ \text{cm}^2 .
\]

Direct quadrature of the energy spectrum gives the same value. The third digit identifies the model's result for these inputs; it does not express the model's accuracy for real helium.

## Comparison

The scaling estimate is \(\sigma_{\rm est}=S/t\), so the ratio of the two results is

\[
\frac{\sigma}{\sigma_{\rm est}}=\frac{t}{t+u+1}\,[\ldots]=0.6095\times1.1367=0.693 .
\]

The estimate is 44% above the BEB value. The bracket alone would raise the estimate by 14%; the larger denominator lowers it by 39%.

The bracket is close to one through compensation. Limiting the classical energy transfer to \(B\le E\le T\) multiplies the estimate by \(1-1/t=0.754\) and gives 0.400 Å\(^2\). Exchange reduces the factor further, to 0.477. The dipole term then adds 0.659, or 58% of the final bracket. At this energy distant collisions therefore contribute somewhat more in the model than close ones, although the scaling argument contains no separate account of them.

**Near threshold.** Let \(t=1+\epsilon\) with \(\epsilon\ll1\). The dipole term is \(\tfrac12\epsilon\times2\epsilon=\epsilon^2\), the direct term is \(\epsilon\), and the exchange term is \(-\epsilon/2\). To first order,

\[
\sigma\simeq\frac{S\,\epsilon}{2(u+2)} .
\]

The cross section starts linearly from zero, whereas \(\sigma_{\rm est}\) tends to \(S\). The scaling estimate fails here because it sets no upper limit on the energy transfer, which cannot exceed \(T\). The linear law belongs to the model: two slow electrons leaving an ion interact strongly with each other and with the ion, which a binary collision does not describe.

**At high energy.** For \(t\gg1\) and \(t\gg u\),

\[
\sigma\simeq\frac St\left(\frac{\ln t}{2}+1\right).
\]

The estimate has the right power of \(T\) but lacks the logarithm from distant collisions. The coefficient \(\tfrac12\) equals \(N^{-1}\int_0^\infty(df/dw)\,dw/(w+1)\) and so depends on the assumed oscillator strength. The continuum strength of helium in the random-phase approximation gives about 0.46 instead; scaling the dipole term by the same ratio would lower \(\sigma\) at 100 eV by about 5%. The formula also ceases to apply when the projectile becomes relativistic.

**The maximum.** Between a linear rise and a fall as \(\ln t/t\) the cross section has a maximum, which \(S/t\) lacks. For helium the model places it at about 116 eV, with \(\sigma=0.370\) Å\(^2\). The value at 100 eV is 0.8% lower, so it is insensitive to a small error in \(T\).

**Sensitivity to the inputs.** Omitting the f functions from the basis changes \(\sigma\) from 0.3673 to 0.3676 Å\(^2\), about 0.1%. Inputs near the basis limit, \(B=24.592\) eV and \(U=39.507\) eV, give 0.3668 Å\(^2\), so the value 0.367 is stable but the fourth digit is not. Hartree–Fock orbital values, \(B=24.979\) eV and \(U=38.935\) eV, give 0.357 Å\(^2\), which is 2.7% below the result with correlated inputs. To see why, write the prefactor as \(\pi e^4N/[B(T+U+B)]\). The sum \(T+U+B\) changes by only 0.1%, since \(T\) is fixed and the rise of \(B\) by 0.40 eV offsets most of the fall of \(U\) by 0.56 eV. The factor \(1/B\) falls by 1.6%, and the bracket falls by about 1.2% because \(t\) is smaller.

**Sensitivity to the denominator.** Replacing \(t+u+1\) by \(t\) gives 0.603 Å\(^2\), 64% above the BEB value. At 100 eV the result thus depends far more on the heuristic assumption 2 than on the differences between these sets of inputs. The shift loses its influence when \(T\gg U+B\), which is 64 eV here. None of these comparisons measures the error relative to experiment; that would require independent cross-section data. The numerical output below lists the values used.

## Calculated quantities

```
Incident energy T = 100.0 eV
Occupation number N = 2
Basis functions = 66
Hartree-Fock energy of He = -2.86167 hartree
Correlated energy of He = -2.90315 hartree
Energy of He+ = -1.99999 hartree
Total kinetic energy of He = 2.90270 hartree
Virial ratio kinetic/(-energy) = 0.99985
Hartree energy = 27.21139 eV
Rydberg energy R = 13.60569 eV
Bohr radius a0 = 0.529177 angstrom
Binding energy B = 24.576 eV
Kinetic energy per electron U = 39.493 eV
Reduced incident energy t = 4.0690
Reduced kinetic energy u = 1.6070
ln t = 1.4034
Denominator t+u+1 = 6.6760
Prefactor S = 2.1570 angstrom^2
Dipole term = 0.6593
Direct close-collision term = 0.7542
Exchange term = -0.2769
Sum of terms = 1.1367
BEB cross section = 0.3673 angstrom^2
BEB cross section = 3.673e-17 cm^2
Same by spectrum quadrature = 0.3673 angstrom^2
B without f functions = 24.564 eV
U without f functions = 39.491 eV
Cross section without f functions = 0.3676 angstrom^2
Hartree-Fock orbital B = 24.979 eV
Hartree-Fock orbital U = 38.935 eV
Cross section with Hartree-Fock inputs = 0.3574 angstrom^2
Cross section with denominator t only = 0.6026 angstrom^2
BEB peak energy = 115.7 eV
BEB peak cross section = 0.3703 angstrom^2
High-energy slope of t*sigma/S per ln t = 0.5001
High-energy stopping slope per ln t = 2.0002
Finite-q oscillator-strength sum = 1.000000
```
